# Largest uniaxial extension from one fcc-to-hcp martensite variant in Fe-Mn-Si

## Question

In Fe-Mn-Si shape-memory alloys, fcc austenite transforms to hcp martensite when Shockley partial dislocations pass between close-packed layers. Let $a$ be the fcc lattice parameter and define the unit vectors

$$\mathbf n=\frac{[111]}{\sqrt3},\qquad \mathbf s=\frac{[11\bar2]}{\sqrt6}.$$

Unless a part says otherwise, the transformation is complete, all partials have the same Burgers vector, and the layers keep their spacing and in-plane dimensions. Elastic strain and ordinary slip are left out. The deformation gradient $F$ acts on vectors of the parent crystal, and extension is positive. A variant is one $\{111\}$ plane with one permitted shear direction.

**(a)** From the stacking of the layers, find which sense of shear along $\pm\mathbf s$ produces hcp, and find the shear $\gamma$.

**(b)** In small-strain theory, find the largest extension that this variant can give along any loading axis, and find that axis.

**(c)** Find the largest extension without the small-strain approximation, and compare the two.

**(d)** Find the greatest small-strain extension and shortening that a single variant can give along $[001]$, $[011]$ and $[111]$. Explain why tension and compression differ.

**(e)** Examine mixed shear directions, incomplete transformation and a contraction of the layer spacing. For numbers, take these rough values: $a=0.36$ nm, transformed fraction 0.30, contraction 1.0 %, stress 300 MPa, Young's modulus 180 GPa, thermal expansion $1.6\times10^{-5}$ K$^{-1}$ and heating by 200 K. Which effect changes the answer to (b) most?

## Model answers

### (a) Stacking and shear

The fcc sites are $(a/2)(i,j,k)$ with $i+j+k$ even. Their height along $\mathbf n$ is

$$\frac a2\,\frac{i+j+k}{\sqrt3}=p\,\frac a{\sqrt3},\qquad p=\frac{i+j+k}{2},$$

so $p$ numbers the layers and their spacing is $d=a/\sqrt3$.

The vector $(a/2)[110]$ leads from layer 0 to layer 1. Subtracting its normal part, $d\,\mathbf n=(a/3)[111]$, leaves the in-plane offset

$$\mathbf b=\frac a2[110]-\frac a3[111]=\frac a6[11\bar2].$$

Layer $p$ is therefore offset by $p\mathbf b$. Three offsets restore the original position, because

$$3\mathbf b=\frac a2[11\bar2]=\frac a2[1\bar10]+2\,\frac a2[01\bar1]$$

is a lattice vector of the layer. This is the fcc sequence ABCABC.

In hcp, even layers have offset 0 and odd layers have offset $\mathbf b$. Displace both layers $2m$ and $2m+1$ by $m\mathbf b$. Their new offsets are

$$2m\mathbf b+m\mathbf b=3m\mathbf b\equiv0,\qquad (2m+1)\mathbf b+m\mathbf b=(3m+1)\mathbf b\equiv\mathbf b,$$

as required. One partial thus passes on every second plane, and the upper layers move along $+\mathbf s$.

The opposite displacement would give layer 2 the offset $2\mathbf b-\mathbf b=\mathbf b$, the same as layer 1. Atoms would then sit directly above one another at distance $a/\sqrt3$, which is $\sqrt{2/3}=0.8165$ of the normal neighbour distance $a/\sqrt2$. Repeating the partial $-\mathbf b$, a shear of the same size along $-\mathbf s$, therefore does not produce hcp.

Neighbour counts in the displaced stack confirm the structure. At 1, $\sqrt2$, $\sqrt{8/3}$ and $\sqrt3$ neighbour distances there are 12, 6, 2 and 18 atoms. The parent has 12, 6, 0 and 24.

The in-plane lattice vectors are unchanged, while a lattice vector spanning two layers gains $\mathbf b$. Both facts are expressed by

$$F=I+\gamma\,\mathbf s\otimes\mathbf n,\qquad \gamma=\frac{|\mathbf b|}{2d}.$$

Since $|\mathbf b|=a\sqrt{1+1+4}/6=a/\sqrt6$,

$$\gamma=\frac{a/\sqrt6}{2a/\sqrt3}=\frac{\sqrt3}{2\sqrt6}=\frac1{2\sqrt2}=0.3536.$$

For $a=0.36$ nm this is $0.1470/0.4157$, with both lengths in nm. The lattice parameter cancels. The volume is unchanged because $\det F=1+\gamma\,\mathbf s\cdot\mathbf n=1$.

The tensor $F$ describes the lattice vectors and the outer shape. A uniform shear would move layer $2m+1$ by $(m+\tfrac12)\mathbf b$, whereas it moves by $m\mathbf b$. The difference, $-\mathbf b/2$, is an internal shuffle that does not accumulate from layer to layer and adds no macroscopic strain.

### (b) Largest small-strain extension

Small-strain theory keeps the symmetric part of $F-I$:

$$E=\frac\gamma2(\mathbf s\otimes\mathbf n+\mathbf n\otimes\mathbf s).$$

Along a unit vector $\mathbf l$ the extension is

$$e(\mathbf l)=\mathbf l\cdot E\,\mathbf l=\gamma xy,\qquad x=\mathbf l\cdot\mathbf s,\quad y=\mathbf l\cdot\mathbf n.$$

The product $xy$ is the Schmid factor. Because $(x-y)^2\ge0$, and because $\mathbf s$ and $\mathbf n$ are perpendicular unit vectors,

$$xy\le\frac{x^2+y^2}{2}\le\frac12.$$

The first equality requires $x=y$. The second requires $\mathbf l$ to lie in the plane of $\mathbf s$ and $\mathbf n$. Both hold for $\mathbf l=\pm(\mathbf s+\mathbf n)/\sqrt2$, so

$$e_{\max}=\frac\gamma2=\frac1{4\sqrt2}=0.1768,$$

or about 17.7 %. The factor one half arises because the best axis lies at 45° to both the shear direction and the plane normal.

The axis has components $(0.6969,\,0.6969,\,-0.1691)$ and lies 0.29° from $[44\bar1]$. To first order, a uniaxial stress $\sigma$ does work $\sigma e(\mathbf l)$ per unit volume, so tension along this axis favours this variant. The next-best variant would give 13.75 %.

### (c) Finite strain

In the basis $(\mathbf s,\mathbf n)$,

$$F=\begin{pmatrix}1&\gamma\\0&1\end{pmatrix},\qquad F^{\mathsf T}F=\begin{pmatrix}1&\gamma\\\gamma&1+\gamma^2\end{pmatrix}.$$

The eigenvalues of $F^{\mathsf T}F$ are the squared principal stretches. Their product is $(1+\gamma^2)-\gamma^2=1$, so they can be written $\lambda^2$ and $\lambda^{-2}$ with $\lambda>1$. Their sum is the trace:

$$\lambda^2+\lambda^{-2}=2+\gamma^2
\;\Rightarrow\;(\lambda-\lambda^{-1})^2=\gamma^2
\;\Rightarrow\;\lambda^2-\gamma\lambda-1=0.$$

The positive root is

$$\lambda=\frac\gamma2+\sqrt{1+\frac{\gamma^2}{4}}=1+\frac\gamma2+\frac{\gamma^2}{8}+O(\gamma^4).$$

The third direction, perpendicular to $\mathbf s$ and $\mathbf n$, has stretch 1, so $\lambda$ is the largest stretch. The greatest extension is 19.23 %. It exceeds the small-strain value of 17.68 % by 1.55 percentage points, which is very close to the second-order term, $\gamma^2/8=1.56$ %. Relative to the finite value, the small-strain result is about 8 % too low.

The greatest shortening is $1-1/\lambda=16.13$ %, so here the linear magnitude $\gamma/2$ is too large. The linear theory makes extension and shortening equal; the finite shear does not.

The axis also changes. Let $\theta$ be the angle from $\mathbf s$ towards $\mathbf n$, so that $\mathbf l=\cos\theta\,\mathbf s+\sin\theta\,\mathbf n$. Then

$$|F\mathbf l|^2=(\cos\theta+\gamma\sin\theta)^2+\sin^2\theta
=1+\gamma\sin2\theta+\gamma^2\sin^2\theta.$$

Its derivative, $2\gamma\cos2\theta+\gamma^2\sin2\theta$, equals $\gamma^2>0$ at 45°. The line of greatest finite extension therefore starts closer to $\mathbf n$. The 45° line itself extends by

$$\sqrt{1+\gamma+\gamma^2/2}-1=19.00\ \%$$

and rotates by $45^\circ-\arctan[1/(1+\gamma)]=8.54^\circ$. Grips that prevent this rotation impose a constraint that is absent from the calculation.

### (d) Fixed crystal axes

On $(111)$ the permitted directions are $[11\bar2]$, $[1\bar21]$ and $[\bar211]$, which are related by the threefold axis $[111]$. The rotations of the cube carry them to the other planes and give 12 variants.

**Axis $[001]$.** Cube rotations that take this axis to itself or its negative connect all four planes, and $e$ does not change when $\mathbf l$ is reversed. It is enough to treat $(111)$. Here $y=1/\sqrt3$ and $x=-2/\sqrt6,\,1/\sqrt6,\,1/\sqrt6$, so

$$\gamma xy=-\frac16,\;\frac1{12},\;\frac1{12}.$$

**Axis $[011]$.** On $(111)$, $y=2/\sqrt6$ and $x=-1/\sqrt{12},\,-1/\sqrt{12},\,2/\sqrt{12}$, so

$$\gamma xy=-\frac1{12},\;-\frac1{12},\;\frac16.$$

The plane $(\bar111)$ is equivalent by a twofold rotation about $[011]$. The other two planes contain the axis and give zero.

**Axis $[111]$.** The plane $(111)$ gives zero because $x=0$. The other three are equivalent. A twofold rotation about $[001]$ turns $\mathbf n$ into $[\bar1\bar11]/\sqrt3$ and the directions into $[\bar1\bar1\bar2]$, $[\bar121]$ and $[2\bar11]$. Then $y=-1/3$ and $x=-4/\sqrt{18},\,2/\sqrt{18},\,2/\sqrt{18}$, giving

$$\gamma xy=\frac19,\;-\frac1{18},\;-\frac1{18}.$$

| Axis | Greatest extension | Greatest shortening |
|---|---:|---:|
| $[001]$ | 8.33 % | 16.67 % |
| $[011]$ | 16.67 % | 8.33 % |
| $[111]$ | 11.11 % | 5.56 % |

These are small-strain values, and the finite correction depends on the axis. Since $|F\mathbf l|^2=1+2e+\gamma^2y^2$, the shortening along $[011]$ has $|F\mathbf l|^2=1-\tfrac16+\tfrac1{12}=\tfrac{11}{12}$, a finite shortening of only 4.26 % instead of 8.33 %.

If $-\mathbf s$ were also permitted, every value $e$ would be accompanied by $-e$, and the two columns would be equal. The one-way sense found in (a) therefore causes the difference.

Averaged over uniformly distributed loading axes, the greatest small-strain extension from one variant is about 15.1 %. This average lets each grain transform completely and deform independently of its neighbours. It is not a prediction for a polycrystal, whose grains must fit together.

### (e) Conditions and neglected effects

**Mixed directions.** The three permitted directions on $(111)$ satisfy $[11\bar2]+[1\bar21]+[\bar211]=0$. Equal amounts of them have mean deformation gradient $I$. The crystal can then be entirely hcp and show no change of shape, so complete transformation alone does not guarantee the extension in (b).

**Incomplete transformation.** Let a fraction $f$ of the crystal consist of slabs of one variant parallel to $(111)$. Since $F$ leaves vectors in that plane unchanged, the slabs fit the parent without a gap. The mean gradient is

$$(1-f)I+fF=I+f\gamma\,\mathbf s\otimes\mathbf n,$$

and the greatest small-strain extension is $f\gamma/2$. For $f=0.30$ it is $0.30\times17.68\ \%=5.30$ %. The finite extension of the 45° line is 5.44 %, so the linear approximation improves as the mean shear falls.

**Layer contraction.** If the spacing shrinks by a fraction $q$, a term $-q\,\mathbf n\otimes\mathbf n$ is added to $F$. In the basis $(\mathbf s,\mathbf n)$,

$$E=\begin{pmatrix}0&\gamma/2\\\gamma/2&-q\end{pmatrix},$$

whose eigenvalues obey $\mu^2+q\mu-\gamma^2/4=0$. The larger is

$$\mu=-\frac q2+\frac12\sqrt{\gamma^2+q^2}.$$

It returns to $\gamma/2$ as $q\to0$. For $q=1.0$ % it is 17.18 %, a loss of about $q/2$. With finite strain and contraction together, the greatest extension is 18.74 %.

**Elastic and thermal strain.** The elastic strain is $300\ \mathrm{MPa}/180\ \mathrm{GPa}=0.17$ %. The thermal strain is $1.6\times10^{-5}\times200=0.32$ %, which matters when lengths at the two temperatures are compared.

Mixed shear directions can change the answer to (b) most: in equal amounts they remove the whole 17.68 %. Among the effects sized with the given values, incomplete transformation matters most. It removes about 12.4 percentage points, compared with a finite-strain correction of about 1.6 points and a contraction loss of 0.5 points.

**Comparison with real alloys.** The lattice parameter and the contraction of about one percent are rough values in the range of Fe-Mn-Si shape-memory alloys. The modulus is a polycrystal-like value; a single crystal is elastically anisotropic. Ordinary polycrystals recover roughly a few percent, far less than 17.7 %. One assumption that need not hold there is complete transformation to one favourably oriented variant. The chosen fraction of 0.30 illustrates how much incomplete transformation alone can lower the extension; it is not a measured value. Slip and constraint by neighbouring grains also matter but are not sized here. Moreover, $\gamma/2$ is a transformation strain. It becomes recoverable strain only to the extent that the partials retrace their motion on heating. The full set of values is in the numerical output.

## Computed values

```
Lattice parameter a (rough): 0.36 nm
Length of partial b: 0.1470 nm
Spacing of (111) layers: 0.2078 nm
Height of two layers: 0.4157 nm
Shells at 1, sqrt2, sqrt(8/3), sqrt3 neighbour distances:
  fcc: [12, 6, 0, 24] atoms
  after the shear: [12, 6, 2, 18] atoms
Closest pair, wrong sense: 0.8165 neighbour distances
Shear gamma from the atoms: 0.35355 (dimensionless)
Largest small-strain extension: 17.68 %
Same, found by direction search: 17.68 %
Best axis components: [ 0.6969  0.6969 -0.1691] (unit vector)
Angle from best axis to [44-1]: 0.29 degrees
Next-best variant on that axis: 13.75 %
Largest finite extension: 19.23 %
Finite extension of the 45-degree line: 19.00 %
Second-order estimate gamma^2/8: 1.56 %
Largest finite shortening: 16.13 %
Rotation of the 45-degree line: 8.54 degrees
Axis [001]: extension 8.33 %, shortening 16.67 %
Axis [011]: extension 16.67 %, shortening 8.33 %
Axis [111]: extension 11.11 %, shortening 5.56 %
Orientation average of best extension: 15.10 %
Layer contraction q (rough): 1.0 %
Small-strain maximum with contraction: 17.18 %
Finite maximum with contraction: 18.74 %
Stress (rough): 300 MPa
Young's modulus (rough): 180 GPa
Elastic strain: 0.17 %
Thermal expansion (rough): 1.6e-05 1/K
Heating (rough): 200 K
Thermal strain: 0.32 %
Transformed fraction (rough): 0.30 (dimensionless)
Small-strain extension at that fraction: 5.30 %
Finite extension at that fraction: 5.44 %
```
